Why a linear-scaling energy does not give linear-scaling relaxation

Before relaxing a large supercell one has to budget for it. Suppose a force call costs O(N) for N atoms, and a small cell has been relaxed with a known number of conjugate-gradient (CG) steps. It is tempting to multiply the small-cell time by the ratio of atom numbers. That estimate assumes that the number of steps stays the same. Whether it does decides how much time to request and whether to build a preconditioner first.

The cost of a force call is a property of the algorithm that supplies the energy. The number of steps depends on the shape of the energy surface, which a faster algorithm leaves unchanged. The following crystal has a strictly linear cost per call and a step count that grows with the cell. Hartree atomic units are used throughout.

**The counter-example: an fcc crystal with a misfitting inclusion**

Take an fcc crystal in which nearest neighbours interact through the Morse energy

φ(r) = D [1 − exp(−w(r − r0))]², with D = 0.05 Ha, w = 1 bohr⁻¹, r0 = 5 bohr.

Each atom has twelve bonds, so energy and forces cost O(N). At r = r0 the slope vanishes and the stiffness is

k = φ''(r0) = 2Dw² = 0.1 Ha/bohr².

The periodic cell has edges M a₁, M a₂, M a₃, where the aᵢ are primitive vectors of length r0 along (0,1,1), (1,0,1) and (1,1,0). It holds N = M³ atoms, its edge is L = M r0, and its shape is kept fixed.

For small displacements u, with n the unit vector along a bond,

E = ½ k Σ_bonds [n·(uⱼ − uᵢ)]².

There is no transverse term because φ'(r0) = 0. Differentiation with respect to uᵢ gives the gradient k Σⱼ n [n·(uᵢ − uⱼ)]. Insert a plane wave with wave vector q. The twelve neighbours form six opposite pairs, and each pair contributes 2 − exp(iθ) − exp(−iθ) = 2(1 − cos θ). The Hessian block is therefore

K(q) = 2k Σ_b n_b n_bᵀ (1 − cos θ_b),

where b runs over the bond vectors a₁, a₂, a₃, a₁ − a₂, a₂ − a₃, a₃ − a₁. Periodicity allows q·aᵢ = 2πmᵢ/M with integer mᵢ, so each θ_b is a multiple of 2π/M. Atomic masses do not enter, since relaxation concerns the energy and not vibration frequencies.

The largest eigenvalue follows from 1 − cos θ_b ≤ 2. The sum Σ_b n_b n_bᵀ has trace 6 and cubic symmetry, so it is twice the unit matrix, and

λ_max ≤ 2k · 2 · 2 = 8k.

For even M the value is reached at m = (M/2, M/2, 0). Four bond directions then have θ = π, and their projectors n nᵀ add up to diag(1, 1, 2).

For the smallest nonzero eigenvalue, note that the points 0, a₁, a₂, a₃ form a regular tetrahedron whose six edges are the six bond directions. Give its corners the labels 0, m₁, m₂, m₃, taken modulo M. A bond direction contributes to K(q) when its two corners carry different labels, and its factor is then at least 1 − cos(2π/M). If q is not zero, there are at least two different labels. Merging labels until two remain can only remove contributions, which are all non-negative, so two cases give the lower bound.

1. One corner differs from the other three. Three edges contribute. For a₁, a₂, a₃ the sum of n nᵀ has diagonal elements 1 and off-diagonal elements ½, hence eigenvalues ½, ½, 2.
2. Two corners differ from the other two. Four edges contribute. Their sum is twice the unit matrix minus the projectors on two perpendicular edges, with eigenvalues 1, 1, 2.

The smallest number is ½. It is reached at m = (1, 1, 1), where the three contributing bonds all have θ = 2π/M. Hence

λ_min = k [1 − cos(2π/M)] = 2k sin²(π/M),

κ = λ_max/λ_min = 4/sin²(π/M) ≈ 4M²/π² for large even M.

The soft mode is a transverse acoustic wave as long as the cell permits. Neighbouring atoms move almost together, so the bonds hardly stretch. For M = 32, sin²(π/32) = 0.00961, which gives λ_min = 0.2 × 0.00961 = 1.92 × 10⁻³ Ha/bohr² and κ = 416. For M = 12, κ = 59.7.

Now place in this crystal an ellipsoid of oversized atoms with semi-axes 0.20L, 0.25L and 0.35L. A bond has a rest length 0.5 % longer than r0 if both its atoms are oversized, and 0.25 % longer if one is. The atoms start on the ideal lattice and are relaxed with nonlinear Polak–Ribière CG on the full Morse energy. The curvature along each search direction is found from the difference of two gradients. The run stops when the norm of the whole force vector has fallen to 10⁻⁴ of its initial value:

M = 12, N = 1728: 21 steps
M = 16, N = 4096: 28 steps
M = 24, N = 13824: 43 steps
M = 32, N = 32768: 57 steps

The number of steps per unit of M lies between 1.75 and 1.79, so the count is proportional to L within this range. From the smallest to the largest cell the atom number grows by a factor of 19. The work, atoms times steps, grows from 1728 × 21 = 3.6 × 10⁴ to 32768 × 57 = 1.87 × 10⁶, a factor of 51. Linear scaling would give 19, and N^(4/3) gives 18.96^(4/3) = 50.6.

**The general statement**

Consider a crystal in d dimensions, in periodic cells of fixed shape and growing edge L, with uniform translations removed. Let Φᵢⱼ be the 3×3 block of second derivatives (d×d in general) for atoms i and j at distance rᵢⱼ. Assume that

(a) Σⱼ |Φᵢⱼ| and Σⱼ |Φᵢⱼ| rᵢⱼ² are bounded independently of L;
(b) the crystal is stable: the Hessian eigenvalues at wave vector q, taken in the first Brillouin zone, are at least c|q|² with c > 0, and at q = 0 all eigenvalues other than those of the uniform translations exceed a positive constant c₀.

Then κ grows as L². In the harmonic regime, CG reduces the energy-norm error by a fixed factor in at most of order L steps. If the forces have finite range and a fixed fraction of the relaxed displacement field lies at distances proportional to L from the initial forces, at least of order L steps are needed for an accurate displacement field. With N ∝ L^d and O(N) work per step, a step count proportional to L means a total cost

N · L ∝ N^(1+1/d).

**Proof for the condition number**

Move all atoms along one fixed unit vector e, uᵢ = e cᵢ with cᵢ = cos(q·rᵢ), where q is a shortest allowed nonzero wave vector. Write sᵢⱼ = eᵀΦᵢⱼe, which is symmetric in i and j. A uniform translation produces no force, so Σⱼ sᵢⱼ = 0. In the expansion of (cᵢ − cⱼ)² the two square terms therefore sum to zero, leaving

uᵀHu = Σᵢⱼ sᵢⱼ cᵢcⱼ = −½ Σᵢⱼ sᵢⱼ (cᵢ − cⱼ)².

Since |cᵢ − cⱼ| ≤ |q| rᵢⱼ, this is at most ½|q|² N S, where S is the bound on Σⱼ |Φᵢⱼ| rᵢⱼ². For cells more than two unit cells wide, Σᵢ cᵢ² = N/2 and Σᵢ cᵢ = 0, so the trial vector is free of translation. Its Rayleigh quotient gives

λ_min ≤ S|q|² ∝ 1/L².

Once L is large enough that c|q|² < c₀, assumption (b) gives λ_min ≥ c|q|² with the same power of L. The largest eigenvalue is at most the bound on Σⱼ |Φᵢⱼ|. It is no smaller than the stiffness felt by one atom displaced alone, which does not vanish as L grows. Hence κ ∝ L².

Dipole forces in a polar insulator decay as 1/r³, and the sum with r² in (a) then diverges in three dimensions. This proof does not cover them.

**Proof for the number of steps**

Let xₙ be the error after n steps on a quadratic energy. CG minimizes xᵀHx over all errors of the form xₙ = p(H)x₀, where p is a polynomial of degree n with p(0) = 1. Any particular polynomial gives an upper bound. Take

p(λ) = Tₙ((λ_max + λ_min − 2λ)/(λ_max − λ_min)) / Tₙ(y), y = (κ + 1)/(κ − 1),

with Tₙ the Chebyshev polynomial. On the spectrum the numerator is at most 1 in magnitude. For the denominator use

Tₙ(y) = ½[(y + √(y² − 1))ⁿ + (y + √(y² − 1))⁻ⁿ], √(y² − 1) = 2√κ/(κ − 1).

Thus y + √(y² − 1) = (√κ + 1)²/(κ − 1) = (√κ + 1)/(√κ − 1). With ‖x‖² = xᵀHx,

‖xₙ‖ ≤ 2 [(√κ − 1)/(√κ + 1)]ⁿ ‖x₀‖.

Because ln[(1 + z)/(1 − z)] ≥ 2z for 0 ≤ z < 1, used with z = 1/√κ, a reduction by δ is reached once n ≥ ½√κ ln(2/δ). As √κ ∝ L, this is the upper half of the statement.

A run is usually stopped on forces. The gradient is g = Hx, so |g|² lies between λ_min‖x‖² and λ_max‖x‖². The force ratio can exceed the energy-norm ratio by at most √κ, and a force ratio ε needs at most

n = ½√κ ln(2√κ/ε) + 1

steps. For M = 32 and ε = 10⁻⁴ this is 10.2 × ln(4.08 × 10⁵) + 1 = 133. The inclusion took 57 steps; the bound uses κ of the perfect lattice and a quadratic energy, so for the slightly strained Morse crystal it is a guide rather than a strict limit. The bound covers the worst starting error and carries an additional logarithm of L.

The lower half rests on locality. After n steps the displacement is a combination of g₀, Hg₀, …, Hⁿ⁻¹g₀. If H couples atoms up to a distance R, atoms farther than (n − 1)R from the initial forces have not moved. Suppose that a fraction η of |u*|², where u* is the relaxed displacement, lies farther away than βL. Then the displacement error is at least √η |u*| until

n ≥ 1 + βL/R.

The inclusion meets this condition in continuum elasticity. Inside it the misfit is uniform and the bond forces on each atom cancel, so the initial forces sit at its surface. The misfit is a pure number, so the relaxed field has the form L U(r/L), with one function U for all cells. The constants η and β then do not depend on L.

**An energy that contains electrons**

The argument does not require pair potentials. Consider a ring of N atoms with site energies alternating between +0.1 and −0.1 Ha, and hopping −t exp(−α(d − d0)) across a bond of length d, with t = 0.1 Ha and α = 0.5 bohr⁻¹. Each bond also has a spring of stiffness 0.2 Ha/bohr² with rest length d0. The electrons do not interact and fill half the states, with two spins per orbital. The bands are ±√(0.1² + 4t²cos²k) Ha, which leaves a gap of 0.2 Ha.

The energy depends on positions through the bond lengths. With G the matrix of second derivatives with respect to them, and D the matrix that turns displacements into bond-length changes,

H = DᵀGD.

A shift by one atom exchanges the two site energies. Reversing the sign of every second orbital and of the whole one-electron matrix undoes the exchange. It also turns the spectrum upside down, but the trace is zero, so the sum over the lower half is unchanged. Thus G depends on the separation of two bonds alone, and a plane wave gives

λ(q) = (2 − 2cos q) G(q) ≈ q² G(0) for small q.

G(0) is the second derivative of the energy per bond under uniform strain. Numerical integration over the bands, differentiated by finite differences, gives 0.166 Ha/bohr². Second-order perturbation theory for G, followed by diagonalization of H, gives λ_min = 4.01 × 10⁻⁴ Ha/bohr² for N = 128. Multiplied by (128/2π)², this is again 0.166 Ha/bohr². In a ring of 64 atoms, G for bonds 16 apart is 6 × 10⁻⁹ of its value for a single bond, so the response is indeed short-ranged. For N = 16, 32, 64 and 128, κ is 21.5, 84.9, 339 and 1354, growing by factors of 3.95, 3.99 and 4.00 at successive doublings. A linear-scaling solver for the same model approximates the same energy, so up to its truncation error it faces the same Hessian.

**When the count does not grow**

If the starting error contains s distinct Hessian eigenvalues λ₁, …, λ_s, the polynomial Π(1 − λ/λᵢ) removes it in s steps on a quadratic energy. On such an energy a single frozen-in acoustic wave thus disappears in one step, however soft it is. In the Morse crystal, anharmonic forces couple the wave to other modes, and more steps can be needed.

An isolated point defect is a second exception, provided the force tolerance is loose enough for the run to end before the disturbed regions around neighbouring images meet. Replace the ellipsoid by one oversized atom and stop at a force ratio of 10⁻². The runs take 8, 10, 12 and 12 steps for M = 12, 16, 24 and 32. After n steps, atoms within n bonds of the defect have moved, and forces reach one bond farther. At M = 32 the final forces extend 13 bonds, while the nearest periodic image is 32 bonds away, so the two regions have not met. Every larger cell goes through the same iterations and stops after 12 steps. In the three smaller cells the regions had already overlapped (at M = 24 only slightly, since 13 + 13 = 26 exceeds 24), so this argument does not fix their counts.

A constant step count can also hide an unfinished relaxation. A remaining force of amplitude f in the softest mode means a displacement error f/λ_min, which grows as L². For f = 10⁻⁵ Ha/bohr it is 7.5 × 10⁻⁴ bohr at M = 12 and 5.2 × 10⁻³ bohr at M = 32. To keep this error fixed, the force tolerance must be tightened as 1/L².

**Elastic preconditioning**

The growth can be removed by a simple operator that is soft for the same long waves. For the fcc crystal take

(Pu)ᵢ = k Σⱼ (uᵢ − uⱼ), summed over the neighbours j, so that P(q) = 2k Σ_b (1 − cos θ_b).

Then P⁻¹K = Σ_b w_b n_b n_bᵀ with non-negative weights that add up to 1, and its eigenvalues cannot exceed 1. An eigenvalue could vanish only if all contributing bonds were perpendicular to one direction. The two tetrahedron cases exclude this, also in the limit of small q, where w_b ∝ (q·n_b)² and the corner labels become q·aᵢ. The smallest eigenvalue is a continuous positive function of q, including the direction in which q goes to zero, on a closed and bounded set. It therefore has a positive minimum that does not depend on L.

For long waves, with unit vectors q̂ and e, Σ_b (q̂·n_b)² = 2 and the quotient is

eᵀP⁻¹Ke = ½ Σ_b (q̂·n_b)² (e·n_b)².

For q̂ along (1,1,0) and e along (1,−1,0), four bonds contribute 1/16 each, which gives 1/8. For q̂ and e both along (1,1,1), three bonds contribute 4/9 each, which gives 2/3. The ratio of these two values is 16/3 ≈ 5.33. Over all allowed wave vectors, the condition number computed from numerical forces rises from 5.15 at M = 12 to 5.31 at M = 32.

With this preconditioner the inclusion relaxes in 8, 9, 9 and 9 steps for the four cells, instead of 21 to 57. Applying P⁻¹ by fast Fourier transform costs N log N, so the relaxation is linear up to a logarithm. For another crystal the requirement is that K lie between two fixed positive multiples of P at every q, which a neighbour Laplacian can meet when the acoustic modes are the only soft ones.
